# Ewald potential of periodic Gaussian charges and its zero-wavevector terms: a numerical check

```python
# Result under test (Hartree atomic units): a unit Gaussian charge of exponent
# alpha, repeated on a lattice, has the zero-average potential
#   sum_R [erf(sqrt(alpha) d) - erf(sqrt(mu) d)]/d
#   + (4 pi/Omega) sum_{G != 0} exp(-G^2/(4 mu)) exp(i G.r)/G^2 - pi/(eta Omega)
# with d = |r - R|, 1/mu = 1/eta + 1/alpha, eta the splitting parameter,
# R lattice vectors, G reciprocal vectors and Omega the cell volume.
# In a neutral cell the constants cancel if all charges share eta, but not if
# they share mu. The reference solves Poisson's equation on a density grid.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, dblquad
from scipy.special import erf, erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
cell = np.array([[6.0, 0.0, 0.0], [1.0, 6.0, 0.0], [0.0, 1.0, 7.0]])
omega = abs(np.linalg.det(cell))
inverse_cell = np.linalg.inv(cell)
reciprocal = 2 * np.pi * inverse_cell.T
images = np.array(list(itertools.product(range(-3, 4), repeat=3))) @ cell
g_vectors = np.array(list(itertools.product(range(-18, 19), repeat=3)))
g_vectors = g_vectors[np.any(g_vectors != 0, axis=1)] @ reciprocal
g_squared = np.sum(g_vectors**2, axis=1)

# Each charge: (q, alpha, centre)
plus = (1.0, 1.5, np.array([0.0, 0.0, 0.0]))
minus = (-1.0, 0.4, np.array([2.0, 2.0, 3.0]))
neutral = [plus, minus]


def wrap(displacement):
    fractional = displacement @ inverse_cell
    return (fractional - np.round(fractional)) @ cell


def combine(*exponents):
    return 1.0 / sum(1.0 / x for x in exponents)


def lattice_distances(displacement):
    d = np.linalg.norm(wrap(displacement) + images, axis=1)
    return np.maximum(d, 1e-8)  # reaches the finite limit at d = 0


def ewald_parts(displacement, alpha, mu):
    """Real-space sum, reciprocal sum and constant for a unit charge."""
    d = lattice_distances(displacement)
    real = np.sum((erf(np.sqrt(alpha) * d) - erf(np.sqrt(mu) * d)) / d)
    waves = np.cos(g_vectors @ displacement)
    recip = 4 * np.pi / omega * np.sum(
        np.exp(-g_squared / (4 * mu)) * waves / g_squared)
    constant = -np.pi / omega * (1 / mu - 1 / alpha)
    return np.array([real, recip, constant])


def cell_parts(charges, point, eta=None, shared_mu=None):
    total = np.zeros(3)
    for q, alpha, centre in charges:
        mu = shared_mu if eta is None else combine(eta, alpha)
        total += q * ewald_parts(point - centre, alpha, mu)
    return total


def cell_energy_parts(charges, eta):
    total = np.zeros(3)
    for q1, a1, c1 in charges:
        for q2, a2, c2 in charges:
            p = combine(a1, a2)
            total += 0.5 * q1 * q2 * ewald_parts(c1 - c2, p, combine(eta, p))
    return total


# Reference: sampled density, discrete Fourier transform, Poisson's equation
n_grid = 30
index = np.arange(n_grid) / n_grid
grid = np.stack(np.meshgrid(index, index, index, indexing="ij"), axis=-1)
grid = grid.reshape(-1, 3) @ cell
freq = np.fft.fftfreq(n_grid) * n_grid
grid_g = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), axis=-1)
grid_g2 = np.sum((grid_g @ reciprocal)**2, axis=-1)
grid_g2[0, 0, 0] = 1.0


def poisson_reference(charges):
    density = np.zeros(len(grid))
    for q, alpha, centre in charges:
        offset = wrap(grid - centre)
        for lattice_vector in images:
            d2 = np.sum((offset + lattice_vector)**2, axis=1)
            density += q * (alpha / np.pi)**1.5 * np.exp(-alpha * d2)
    density = density.reshape((n_grid,) * 3)
    transformed = 4 * np.pi * np.fft.fftn(density) / grid_g2
    transformed[0, 0, 0] = 0.0
    potential = np.fft.ifftn(transformed).real
    energy = 0.5 * np.sum(density * potential) * omega / n_grid**3
    return potential, energy


v_plus, e_plus = poisson_reference([plus])
v_neutral, e_neutral = poisson_reference(neutral)
test_indices = [(0, 0, 0), (5, 0, 0), (11, 17, 8)]
etas = [0.2, 0.5, 2.0]

# Isolated Gaussian under the bare and the long-range interaction
def spherical_convolution(r, alpha, t_times_kernel):
    norm = (alpha / np.pi)**1.5
    value = dblquad(
        lambda t, s: s * norm * np.exp(-alpha * s * s) * t_times_kernel(t),
        0, 7 / np.sqrt(alpha), lambda s: abs(r - s), lambda s: r + s,
        epsabs=1e-9, epsrel=1e-9)[0]
    return 2 * np.pi * value / r


r_test, eta_test = 1.3, 0.5
for alpha in (1.5, 0.4):
    bare = spherical_convolution(r_test, alpha, lambda t: 1.0)
    assert abs(bare - erf(np.sqrt(alpha) * r_test) / r_test) < 1e-6
    smooth = spherical_convolution(
        r_test, alpha, lambda t: erf(np.sqrt(eta_test) * t))
    mu = combine(eta_test, alpha)
    assert abs(smooth - erf(np.sqrt(mu) * r_test) / r_test) < 1e-6
    # Space integrals that fix the constants
    short = quad(lambda r: 4 * np.pi * r * (
        erf(np.sqrt(alpha) * r) - erf(np.sqrt(mu) * r)), 0, 25, limit=200)[0]
    assert abs(short - np.pi / eta_test) < 1e-7
    penetration_integral = quad(
        lambda r: 4 * np.pi * r * erfc(np.sqrt(alpha) * r), 0, 25,
        limit=200)[0]
    assert abs(penetration_integral - np.pi / alpha) < 1e-7

# Periodic potential, one charge and neutral cell, for every splitting
for idx in test_indices:
    point = np.array(idx) / n_grid @ cell
    for eta in etas:
        single = cell_parts([plus], point, eta=eta)
        assert abs(single.sum() - v_plus[idx]) < 1e-9
        both = cell_parts(neutral, point, eta=eta)
        assert abs(both.sum() - v_neutral[idx]) < 1e-9
        # Neutral cell: the constant may be left out when eta is shared
        assert abs(both[:2].sum() - v_neutral[idx]) < 1e-9
        # Charged cell: it may not
        assert abs(single[:2].sum() - v_plus[idx]
                   - np.pi / (eta * omega)) < 1e-9
    # Purely reciprocal limit, where mu equals alpha
    only_recip = ewald_parts(point, plus[1], plus[1])[1]
    assert abs(only_recip - v_plus[idx]) < 1e-9

# Shifting the parameter everywhere only reproduces the point charge
sample_idx = (5, 0, 0)
sample = np.array(sample_idx) / n_grid @ cell
mu_plus = combine(eta_test, plus[1])
mu_minus = combine(eta_test, minus[1])
point_eta = ewald_parts(sample, np.inf, eta_test).sum()
point_mu = ewald_parts(sample, np.inf, mu_plus).sum()
distances = lattice_distances(sample)
penetration = np.sum(erfc(np.sqrt(plus[1]) * distances) / distances)
width_constant = np.pi / (plus[1] * omega)
assert abs(point_eta - point_mu) < 1e-9
assert abs(point_mu - v_plus[sample_idx]) > 0.01
assert abs(point_eta - v_plus[sample_idx]
           - penetration + width_constant) < 1e-9

# Shared mu leaves a width term in a neutral cell
shared_mu = 0.3
width_term = np.pi / omega * sum(q / alpha for q, alpha, _ in neutral)
shared = cell_parts(neutral, sample, shared_mu=shared_mu)
assert abs(shared.sum() - v_neutral[sample_idx]) < 1e-9
assert abs(shared[:2].sum() - v_neutral[sample_idx] + width_term) < 1e-9
assert abs(width_term) > 0.01

# Direct lattice sum over concentric neutral pairs has the same offset
concentric = [plus, (minus[0], minus[1], plus[2])]
v_concentric, _ = poisson_reference(concentric)
for idx in test_indices:
    d = lattice_distances(np.array(idx) / n_grid @ cell)
    direct = sum(np.sum(q * erf(np.sqrt(alpha) * d) / d)
                 for q, alpha, _ in concentric)
    assert abs(direct - v_concentric[idx] + width_term) < 1e-9

# Energies: neutral cell needs no constant, charged cell does
for eta in etas:
    parts = cell_energy_parts(neutral, eta)
    assert abs(parts[:2].sum() - e_neutral) < 1e-9
    parts = cell_energy_parts([plus], eta)
    assert abs(parts.sum() - e_plus) < 1e-9
    assert abs(parts[:2].sum() - e_plus - np.pi / (2 * eta * omega)) < 1e-9

# Small-G behaviour from a numerical transform of the projected density
dipole = sum(q * centre for q, _, centre in neutral)
along = minus[2] / np.linalg.norm(minus[2])
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
small_g = 0.002
s_grid = np.linspace(-30, 30, 6001)
step = s_grid[1] - s_grid[0]
limits = {}
for name, n in (("along", along), ("across", across)):
    projected = sum(q * np.sqrt(alpha / np.pi)
                    * np.exp(-alpha * (s_grid - n @ centre)**2)
                    for q, alpha, centre in neutral)
    rho_g = np.sum(projected * np.exp(-1j * small_g * s_grid)) * step
    coefficient = 4 * np.pi * rho_g / (omega * small_g**2)
    second = sum(q * (1 / (4 * alpha) + 0.5 * (n @ centre)**2)
                 for q, alpha, centre in neutral)
    expected_even = -4 * np.pi / omega * second
    assert abs(coefficient.real - expected_even) < 1e-4
    expected_odd = -4 * np.pi * (n @ dipole) / omega
    assert abs(coefficient.imag * small_g - expected_odd) < 1e-4
    energy_limit = 2 * np.pi * abs(rho_g)**2 / (omega * small_g**2)
    assert abs(energy_limit - 2 * np.pi * (n @ dipole)**2 / omega) < 1e-4
    limits[name] = (coefficient.real, energy_limit)

for k, vector in enumerate(cell, 1):
    print(f"cell vector {k} (bohr):", *vector)
print(f"cell volume: {omega:.3f} bohr^3")
for q, alpha, centre in neutral:
    print(f"q = {q:+.1f} e, alpha = {alpha:.2f} bohr^-2, centre (bohr):",
          *centre)
print("sample point (bohr):", *np.round(sample, 6))
print(f"eta for shifts below: {eta_test:.2f} bohr^-2")
print(f"mu of positive Gaussian: {mu_plus:.6f} bohr^-2")
print(f"mu of negative Gaussian: {mu_minus:.6f} bohr^-2")
print("Positive Gaussian alone, potential in hartree/e:")
for eta in etas:
    a, b, c = cell_parts([plus], sample, eta=eta)
    print(f" eta {eta:.1f}: real {a:.6f} recip {b:.6f} const {c:.6f}"
          f" sum {a + b + c:.6f}")
print(f" Poisson grid reference: {v_plus[sample_idx]:.6f} hartree/e")
print(f"point charge, split eta: {point_eta:.6f} hartree/e")
print(f"point charge, split mu: {point_mu:.6f} hartree/e")
print(f"penetration sum: {penetration:.6f} hartree/e")
print(f"pi/(alpha Omega), positive: {width_constant:.6f} hartree/e")
print("Neutral cell, potential in hartree/e:")
for eta in etas:
    a, b, c = cell_parts(neutral, sample, eta=eta)
    print(f" eta {eta:.1f}: real {a:.6f} recip {b:.6f}"
          f" sum without const {a + b:.6f}")
print(f" Poisson grid reference: {v_neutral[sample_idx]:.6f} hartree/e")
print(f" same in volts: {v_neutral[sample_idx] * HARTREE_EV:.4f} V")
print(f"shared mu: {shared_mu:.2f} bohr^-2")
print(f" sum without const: {shared[:2].sum():.6f} hartree/e")
print(f" constant left over: {shared[2]:.6f} hartree/e")
print(f"neutral cell energy: {e_neutral:.6f} hartree")
print(f" same in eV: {e_neutral * HARTREE_EV:.4f} eV")
print(f"charged cell energy (positive only): {e_plus:.6f} hartree")
for eta in etas:
    e_n = cell_energy_parts(neutral, eta)[:2].sum()
    e_c = cell_energy_parts([plus], eta)[:2].sum()
    print(f" eta {eta:.1f}, no const: neutral {e_n:.6f},"
          f" charged {e_c:.6f} hartree")
print(f"small G used: {small_g:.3f} bohr^-1")
for name, (even, energy_limit) in limits.items():
    print(f" G {name} dipole: even potential term {even:.5f} hartree/e")
    print(f" G {name} dipole: energy term {energy_limit:.5f} hartree")
print("checks complete")
```

Printed output:

```
cell vector 1 (bohr): 6.0 0.0 0.0
cell vector 2 (bohr): 1.0 6.0 0.0
cell vector 3 (bohr): 0.0 1.0 7.0
cell volume: 252.000 bohr^3
q = +1.0 e, alpha = 1.50 bohr^-2, centre (bohr): 0.0 0.0 0.0
q = -1.0 e, alpha = 0.40 bohr^-2, centre (bohr): 2.0 2.0 3.0
sample point (bohr): 1.0 0.0 0.0
eta for shifts below: 0.50 bohr^-2
mu of positive Gaussian: 0.375000 bohr^-2
mu of negative Gaussian: 0.222222 bohr^-2
Positive Gaussian alone, potential in hartree/e:
 eta 0.2: real 0.469885 recip 0.081980 const -0.062333 sum 0.489531
 eta 0.5: real 0.303215 recip 0.211250 const -0.024933 sum 0.489531
 eta 2.0: real 0.107166 recip 0.388599 const -0.006233 sum 0.489531
 Poisson grid reference: 0.489531 hartree/e
point charge, split eta: 0.564485 hartree/e
point charge, split mu: 0.564485 hartree/e
penetration sum: 0.083265 hartree/e
pi/(alpha Omega), positive: 0.008311 hartree/e
Neutral cell, potential in hartree/e:
 eta 0.2: real 0.446674 recip 0.102824 sum without const 0.549498
 eta 0.5: real 0.298812 recip 0.250686 sum without const 0.549498
 eta 2.0: real 0.106685 recip 0.442813 sum without const 0.549498
 Poisson grid reference: 0.549498 hartree/e
 same in volts: 14.9526 V
shared mu: 0.30 bohr^-2
 sum without const: 0.572353 hartree/e
 constant left over: -0.022856 hartree/e
neutral cell energy: 0.401660 hartree
 same in eV: 10.9297 eV
charged cell energy (positive only): 0.273708 hartree
 eta 0.2, no const: neutral 0.401660, charged 0.304875 hartree
 eta 0.5, no const: neutral 0.401660, charged 0.286175 hartree
 eta 2.0, no const: neutral 0.401660, charged 0.276825 hartree
small G used: 0.002 bohr^-1
 G along dipole: even potential term 0.44672 hartree/e
 G along dipole: energy term 0.42386 hartree
 G across dipole: even potential term 0.02286 hartree/e
 G across dipole: energy term 0.00000 hartree
checks complete
```
